Lieb's ionization bound with nonrelativistic and square-root kinetic energy

**1. Definitions and statement**

N electrons of mass m and charge −e move around a fixed point nucleus of charge Ze at the origin. With k = e²/(4πε₀), the Hamiltonian is

H_N = Σ_i [T_i − Zk/|x_i|] + Σ_{i<j} k/|x_i − x_j|. (1)

The one-electron kinetic energy T is one of

T = p²/2m, or T = √(p²c² + m²c⁴) − mc². (2)

In the second case we assume Zα < 2/π, where α = k/(ħc); section 4 shows that the energy is then bounded below. States are antisymmetric in space and spin. Spin labels are suppressed, and integrals include sums over them. E_N is the lowest point of the spectrum of H_N, and E_0 = 0. Inner products are antilinear in the first entry.

The theorem is: if E_N is an eigenvalue of H_N, then

N < 2Z + 1. (3)

For integer Z this means N ≤ 2Z.

The rest energy is subtracted in (2) because systems with different electron numbers will be compared. If it were kept, the N-electron energy would contain one more mc² than the (N−1)-electron energy, and the comparison (4) would fail. Positivity itself is not harmed by keeping it: the extra term is mc² times the mean of a positive weight.

**2. Multiplying the eigenvalue equation by a distance**

First we need

E_N ≤ E_{N−1}. (4)

Take an (N−1)-electron trial state of bounded support whose energy is within η of E_{N−1}. Add an electron in a smooth packet of width L, at a distance of order L from the nucleus. Its kinetic energy is of order ħ²/(mL²), also for the square root, since √(p²c² + m²c⁴) − mc² ≤ p²/2m. Its repulsion energy is of order (N−1)k/L, and its attraction to the nucleus lowers the energy.

Antisymmetrization adds no cross terms. Two permuted products that differ in which electron is distant have disjoint supports in two coordinates. A kinetic operator acts on one coordinate, so the other still gives zero; the potentials are local. Letting L → ∞ and then η → 0 proves (4).

Let ψ be a normalized eigenfunction with energy E_N. We want to multiply its equation by |x_N|ψ*, but when E_N = E_{N−1} we do not know that |x_N|ψ is square integrable. For δ > 0 we therefore use the bounded weight

w(x) = |x|/(1 + δ|x|), 1/w(x) = 1/|x| + δ. (5)

Since |∇w| = (1 + δ|x|)⁻² ≤ 1, multiplication by w preserves finite kinetic energy. For p²/2m this follows from ∇(wψ) = w∇ψ + ψ∇w; for the square root it is shown after (13).

The function w(x_N)ψ is not antisymmetric in all electrons, but it may still be used as a test function. The antisymmetrizer commutes with H_N and leaves ψ unchanged, so it can be moved from the test function onto ψ. Separating the terms that contain x_N gives

0 = ⟨w_Nψ, (H_{N−1} − E_N)ψ⟩ + Re⟨w_Nψ, T_Nψ⟩ − Zk⟨w_N/|x_N|⟩ + k Σ_{i<N} ⟨w_N/|x_i − x_N|⟩, (6)

where w_N = w(x_N) and single brackets are means in ψ. For fixed x_N, ψ is an antisymmetric function of the other electrons, so H_{N−1} ≥ E_{N−1} ≥ E_N applies to it. The weight w_N ≥ 0 is then a constant factor, and the first term of (6) is nonnegative. What remains is the sign of the kinetic term.

**3. Positivity for p²/2m**

Consider one electron and put f = wψ, so ψ = f/w. For smooth ψ of bounded support,

Re ∇f*·∇(f/w) = |∇f|²/w + ½∇|f|²·∇(1/w). (7)

By (5), ∇(1/w) = −x/|x|³; the constant δ has dropped out. In spherical coordinates the integral of the last term is

−½∫dΩ ∫₀^∞ dr ∂|f|²/∂r = ½∫dΩ |f(0)|² = 0, (8)

because w, and hence f, vanishes at the origin. Therefore

Re⟨wψ, (p²/2m)ψ⟩ = (ħ²/2m) ∫ |∇f|²/w d³x ≥ 0. (9)

Both sides are continuous in the norm formed from ∫(|ψ|² + |∇ψ|²), so (9) extends from smooth functions to all ψ of finite kinetic energy. For the right side one uses |∇w|²/w ≤ 1/|x| + δ and the bound of ∫|ψ|²/|x| by that norm. The latter follows by expanding, for any a > 0,

0 ≤ ∫|∇ψ + aψx/|x||² = ∫|∇ψ|² + a²∫|ψ|² − 2a∫|ψ|²/|x|. (10)

With a suitable a, (10) also shows that the nonrelativistic H_N is bounded below.

**4. Positivity for the square root**

Let λ = ħ/(mc), μ = 1/λ and p = ħκ, so that T(κ) = ħc[√(κ² + μ²) − μ]. Integration by parts confirms, for a ≥ 0,

√a = (1/(2√π)) ∫₀^∞ (1 − e^(−sa)) s^(−3/2) ds. (11)

Subtract (11) at a = μ² from (11) at a = κ² + μ². The integrand becomes e^(−sμ²)(1 − e^(−sκ²))s^(−3/2). The Gaussian e^(−sκ²) is the integral of (4πs)^(−3/2)e^(−z²/4s)cos(κ·z) over z. Hence

T(κ) = ∫ K(z)[1 − cos(κ·z)] d³z,
K(z) = (ħc/16π²) ∫₀^∞ s⁻³ e^(−sμ² − z²/4s) ds > 0. (12)

Substitute s = (z/2μ)eᵗ and use the Bessel functions K_n(y) = ∫₀^∞ e^(−y cosh t) cosh(nt) dt. The s-integral equals 8μ²K₂(μz)/z², so

K(z) = mc² K₂(z/λ)/(2π²λz²). (13)

At short distance K ≈ ħc/(π²z⁴), and at large distance K decays exponentially. By Plancherel's theorem, ∫|ψ(x) − ψ(x−z)|²d³x equals 2(1 − cos κ·z) averaged with the momentum density. Together with (12) this gives ⟨ψ,Tψ⟩ = ½∬K(x−y)|ψ(x) − ψ(y)|², and by polarization

⟨φ,Tψ⟩ = ½∬ K(x−y)[φ(x) − φ(y)]*[ψ(x) − ψ(y)] d³x d³y. (14)

This also shows that wψ has finite kinetic energy. Write w(x)ψ(x) − w(y)ψ(y) = w(x)[ψ(x) − ψ(y)] + [w(x) − w(y)]ψ(y). The second part is controlled because |w(x) − w(y)| is at most the smaller of |x−y| and 1/δ, and ∫K(z)min(z², δ⁻²)d³z is finite.

Now set φ = f = wψ and ψ = f/w in (14). With A = 1/w(x) and B = 1/w(y),

Re[f(x) − f(y)]*[Af(x) − Bf(y)]
= A|f(x)|² + B|f(y)|² − (A+B)Re f(x)*f(y)
= ½(A−B)(|f(x)|² − |f(y)|²) + ½(A+B)|f(x) − f(y)|². (15)

The last line follows from 2Re f(x)*f(y) = |f(x)|² + |f(y)|² − |f(x) − f(y)|².

To treat the two parts separately, first restrict the integral to |x−y| > ε, where K is integrable. In the first part, exchanging x and y shows that the |f(x)|² and |f(y)|² terms contribute equally. It becomes ½∫|f(x)|²G_ε(x)d³x with

G_ε(x) = ∫_{|z|>ε} K(z)(1/|x| − 1/|x+z|) d³z, (16)

where δ has cancelled in A − B. Since K is spherical, 1/|x+z| may be replaced by its mean over the directions of z. With r = |x| and s = |z| this mean is

½∫₋₁¹ du/√(r² + s² + 2rsu) = [(r+s) − |r−s|]/(2rs) = 1/max(r,s). (17)

Shells with s < r therefore cancel, and shells with s > r contribute K(1/r − 1/s) > 0. As ε decreases to zero, both parts increase monotonically to their limits, so

Re⟨wψ,Tψ⟩ = ½∫|f|²G d³x + ¼∬K(x−y)|f(x) − f(y)|²[1/w(x) + 1/w(y)] d³x d³y ≥ 0,
G(r) = ∫_{|z|>r} K(z)(1/r − 1/|z|) d³z > 0. (18)

This is the required positivity. It rests on K being positive and spherical and on the mean of 1/|x| over a displaced sphere never exceeding its value at the centre.

**The function G and its limits.** Put ρ = r/λ. Inserting (13) into (18) gives

G = (2mc²/πλ) ∫_ρ^∞ K₂(y)(1/ρ − 1/y) dy.

From the integral for K₂ and cosh 2t = 2cosh²t − 1, the integral of K₂ from ρ to ∞ is ∫₀^∞e^(−ρ cosh t)(2cosh t − 1/cosh t)dt. Integration by parts in t gives K₂(y)/y = ∫₀^∞e^(−y cosh t)sinh²t cosh t dt. Its integral over y is ∫₀^∞e^(−ρ cosh t)sinh²t dt, which by another integration by parts equals (1/ρ)∫₀^∞e^(−ρ cosh t)cosh t dt. Subtracting,

G(r) = (2mc²/πr) ∫₀^∞ e^(−(r/λ)cosh t) (sinh²t/cosh t) dt. (19)

Numerical quadrature gives G(λ) = 0.1742 mc²/λ. For r ≪ λ the integral tends to λ/r, so G ≈ 2ħc/(πr²), which is also the result for T = c|p|.

In the nonrelativistic limit λ → 0, G shrinks to the origin while its volume integral stays fixed:

∫G d³x = 8mc²λ² ∫₀^∞ sinh²t/cosh³t dt = 2πħ²/m, (20)

the last integral being π/4. This is the strength of the point source −(ħ²/2m)Δ(1/|x|). It multiplies |f|², which vanishes at the origin, in agreement with (8). For smooth f the double integral in (18) goes over into (9): expanding (12) to order κ² gives ∫K z₁²d³z = ħ²/m, and f(x) − f(y) may be replaced by its gradient term.

**The condition on Z.** The same function G supplies the stability condition. Write ψ = hg with h = 1/|x|, first for smooth ψ vanishing near the origin. Expanding both sides verifies

|h(x)g(x) − h(y)g(y)|² = h(x)h(y)|g(x) − g(y)|² + [h(x) − h(y)][h(x)|g(x)|² − h(y)|g(y)|²]. (21)

Insert this into (14), discard the first, nonnegative term and use the exchange of x and y in the second. The result is ⟨ψ,Tψ⟩ ≥ ∫|ψ|² rG(r)d³x. For T = c|p| this reads

⟨c|p|⟩ ≥ (2ħc/π)⟨1/|x|⟩, (22)

and it extends to all ψ of finite ⟨|p|⟩ by approximation. Since T ≥ c|p| − mc² and Zk = Zαħc, each electron obeys T − Zk/|x| ≥ (1 − πZα/2)c|p| − mc². The repulsion is positive and, by (22) applied to relative positions, finite in states of finite kinetic energy. Thus H_N is bounded below for Zα < 2/π = 0.6366, which for integer Z means Z ≤ 87. This is a condition of the present model, not a limit on real nuclei.

**5. From positivity to the bound**

Equation (6) holds with any electron in place of the Nth. Sum over all N choices and drop the first two terms, which are nonnegative. Each pair receives one contribution from each member:

Σ_{i<j} ⟨(w_i + w_j)/|x_i − x_j|⟩ ≤ Z Σ_i ⟨w_i/|x_i|⟩ ≤ ZN. (23)

The last step uses w/|x| = 1/(1 + δ|x|) ≤ 1. As δ decreases to zero, w increases to |x|, and monotone convergence gives

Σ_{i<j} ⟨(|x_i| + |x_j|)/|x_i − x_j|⟩ ≤ ZN. (24)

By the triangle inequality the fraction is at least 1. It equals 1 only if the two position vectors point in opposite directions or one of them vanishes, a set of zero volume. For N ≥ 2 the left side is therefore strictly larger than the number of pairs:

N(N−1)/2 < ZN. (25)

Division by N gives N − 1 < 2Z, which is (3). For N = 1 the bound is trivial.

The weight turns attraction into a constant Z per electron, while each pair costs at least 1. The number of pairs grows quadratically and eventually exceeds what the nucleus can supply. The exclusion principle was not used to obtain this cost. The same proof holds for symmetric states if both energies in (4) are taken in the symmetric sector, so the bound cannot express shell structure.

The argument uses a single centre. With several nuclei, multiplication by the distance from one of them does not turn the attraction of the others into a constant. A Hamiltonian with Dirac projectors is not covered either: the projectors do not commute with w, so the Coulomb terms no longer reduce to w/|x| and w/|x_i − x_j|. Breit interaction and nuclear recoil add two-electron operators absent from (1), whose weighted sign has not been established here.

**6. A hydrogenic orbital with Z = 20**

The trial function ψ = √(a³/π)e^(−ar), with a = Zα/λ and Zα = 0.14595, shows the size of the kinetic term. Let δ = 0, which exponential decay permits. Then f = rψ, and (9) gives

(ħ²/2m)·4a³∫₀^∞ r(1 − ar)²e^(−2ar)dr = (ħ²/2m)·4a(1/4 − 1/2 + 3/8) = ħ²a/4m = Zk/4. (26)

For Z = 20 this is 5k. With the square root, quadrature in momentum space gives 5.0719k, or 1.1701×10⁻²⁷ J m. Quadrature of the two parts of (18) gives 0.3177k for the G term and 4.7541k for the double integral, with sum 5.0719k.

The relativistic value is the larger one, although √(p²c² + m²c⁴) − mc² ≤ p²/2m. There is no contradiction, since an inequality between operators need not survive multiplication by r on one side. The first correction, −p⁴/(8m³c²), shows the sign. Differentiation gives

p²ψ = ħ²(2a/r − a²)ψ, p²(rψ) = ħ²(−2/r + 4a − a²r)ψ.

Using ⟨1/r²⟩ = 2a², ⟨1/r⟩ = a and ⟨r⟩ = 3/(2a), the weighted mean is

⟨p²(rψ), p²ψ⟩ = ħ⁴⟨−4a/r² + 10a²/r − 6a³ + a⁴r⟩ = ħ⁴a³(−8 + 10 − 6 + 3/2) = −(5/2)ħ⁴a³. (27)

The correction is thus positive, and relative to (26) it is (5/4)(Zα)² = 0.0266. This would give 5.13k, so the first correction overestimates the computed increase. Its successor cannot be found by continuing the expansion: at large κ the transforms of ψ and rψ both fall as κ⁻⁴, and the integral of the p⁶ term diverges.

**7. The balance in a calcium atom**

For a many-electron illustration, take neutral Ca, Z = N = 20, in nonrelativistic restricted Hartree–Fock theory. This mean-field model omits electron correlation and relativity; it illustrates the terms of the proof but does not replace the argument for eigenfunctions of H_N. Each occupied spin orbital φ_i obeys

[p²/2m − Zk/r + J − X]φ_i = ε_iφ_i, (28)

with J the direct and X the exchange operator. Multiply by rφ_i*, integrate, sum over the orbitals and divide by k:

ZN = P + Q + R, (29)

P = Σ_{i<j}⟨(r_i + r_j)/|x_i − x_j|⟩,
Q = (ħ²/2mk) Σ_i ∫|∇(rφ_i)|²/r d³x,
R = (1/k) Σ_i (−ε_i)⟨r⟩_i.

The mean in P is taken in the Hartree–Fock determinant. R plays the part of the first term in (6): the energy needed to remove an electron is replaced by −ε_i.

The orbitals were expanded in 24 s-type Gaussians and 15 p-type sets, 24 + 3·15 = 69 functions in all. The total energy is −18415.5 eV and the highest occupied orbital energy is −5.32 eV, so every −ε_i is positive. Integration over a radial grid gives a direct part 275.590 and an exchange part 23.548, hence

P = 275.590 − 23.548 = 252.042, Q = 68.796, R = 79.162. (30)

Their sum is 400.000, against ZN = 20·20 = 400; the difference before rounding is 5×10⁻⁴. An exact zero is not required in a finite basis, because (28) is then satisfied only within the span of the basis, which does not contain rφ_i. In larger bases of 87 and 100 functions the difference falls to 1×10⁻⁵ and 1×10⁻⁷. The last digit of Q and R in (30) depends on the basis: they move to 68.797 and 79.161, a shift below 0.001, while P stays at 252.042 and the total energy drops by less than 0.02 eV.

The proof replaces P by the number of pairs, 20·19/2 = 190, and drops Q and R. The amount given away is

(252.0 − 190) + 68.8 + 79.2 = 210.0, (31)

which is the gap between 400 and 190. In this model the three losses are of similar size, so improving one estimate alone would recover only part of the gap. For Z = 20 the theorem permits at most 40 electrons. This is an upper bound and does not assert that a calcium ion with 40 electrons exists.
